Strain broadening of germanium donor spin resonance by valley repopulation

**1. Result**

The electron of a shallow donor in germanium has an orbital ground state shared equally by four conduction-band valleys. Each valley has a strongly anisotropic g tensor, but in the equal mixture the anisotropy cancels. Random strain makes the valley weights unequal, the cancellation becomes incomplete, and the resonance of each donor shifts by a different amount. For a magnetic field along the unit vector n, the shift to first order in strain is

δg(n) = C (n_x n_y ε_xy + n_y n_z ε_yz + n_z n_x ε_zx),  (1)

C = (8/9)(g⊥ − g∥) Ξ_u/W.  (2)

Here g∥ and g⊥ are the g values of one valley for a field along and across its axis, Ξ_u is the uniaxial deformation potential, and W is the energy from the singlet ground state to the valley triplet. The ε_ab are tensor shears, half the engineering shears, referred to the cubic axes. If the strains have zero mean, cubic statistical symmetry and rms shear s, the standard deviations of g and of the resonance field are

σ_g = |C| s √S,  S = n_x²n_y² + n_y²n_z² + n_z²n_x²,  (3)

σ_B = B₀ σ_g/g₀,  (4)

where g₀ and B₀ are the values without strain. The width is largest along [111] and vanishes to first order along [001].

**2. Valleys and strain**

The conduction-band minima lie at the L points. Opposite L points are equivalent, so there are four valleys, with axes

k_j = (s₁, s₂, s₃)/√3,  (5)

(s₁, s₂, s₃) = (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1).

The signs belong to the valley j. In every valley s₁s₂s₃ = 1, hence s₁s₂ = s₃, s₂s₃ = s₁ and s₃s₁ = s₂. Summing over the list gives

Σ_j s_a = 0,  Σ_j s_a s_b = 4δ_ab.  (6)

The donor core couples the valleys. By symmetry all pairs have the same coupling, which we write as −W/4. With the common energy set to zero, the valley Hamiltonian is

H₀ = −(W/4)(J − I),  (7)

where J is the 4×4 matrix of ones. The vector A = (1,1,1,1)/2 has J = 4 and energy −3W/4. The three states orthogonal to it have J = 0 and energy +W/4. The splitting is therefore W, and a positive W puts the singlet lowest. We take this coupling to be independent of spin and strain.

Strain moves valley j by Ξ_u k_j·ε·k_j, plus a dilatation term common to all valleys. From (5),

k_j·ε·k_j = (1/3)Tr ε + (2/3)(s₁s₂ε_xy + s₂s₃ε_yz + s₃s₁ε_zx).  (8)

The factor 2 counts ε_xy and ε_yx. The trace is also common to all valleys and cannot change their weights. The remaining shift is

v_j = (2Ξ_u/3)(s₃ε_xy + s₁ε_yz + s₂ε_zx),  Σ_j v_j = 0.  (9)

Diagonal strains have dropped out. In particular, a film under biaxial strain in a (001) plane, with no shear along the cubic axes, keeps equal valley weights in this model.

**3. Change of the valley weights**

Let V be the diagonal matrix of the v_j. Acting on the singlet, it gives the vector v_j/2. The overlap of this vector with A is Σ_j v_j/4 = 0, so it lies wholly in the triplet, where every energy denominator is −W. First-order perturbation theory then gives the amplitudes

a_j = 1/2 − v_j/(2W) = (1/2)(1 − v_j/W),  (10)

and, to the same order, the weights

p_j = a_j² = (1/4)(1 − 2v_j/W).  (11)

A valley raised in energy loses weight. This repopulation is a change of one quantum state, not a thermal transfer of electrons, and it persists at zero temperature. The first-order formulas (10) and (11) require |v_j| ≪ W; for stronger strain the weights still change, but no longer linearly.

**4. The g tensor of the donor**

The g tensor of one valley is

g_j = g⊥ I + (g∥ − g⊥) k_j k_jᵀ.  (12)

The Zeeman energy is diagonal in the valley index:

H_Z = (μ_B/2) Σ_j |j⟩⟨j| σ·g_j·B,  (13)

with σ the Pauli matrices. For a Zeeman energy much smaller than W, we project it on the orbital ground state:

H_spin = (μ_B/2) σ·G·B,  G = Σ_j p_j g_j.  (14)

Without strain p_j = 1/4. By (6), Σ_j k_j k_jᵀ/4 = I/3, so G is isotropic:

g₀ = g⊥ + (g∥ − g⊥)/3 = (g∥ + 2g⊥)/3.  (15)

With strain, consider first a diagonal element. The square of each component of k_j is 1/3 in every valley, and the weights sum to one. Hence

G_xx = G_yy = G_zz = g₀  (16)

for any set of weights, not merely to first order.

For the xy element, k_j,x k_j,y = s₁s₂/3 = s₃/3. Insert the weight change −v_j/(2W) from (11) and the shift (9):

δG_xy = (g∥ − g⊥) Σ_j [−v_j/(2W)] (s₃/3)

= −(g∥ − g⊥) [1/(2W)] (1/3)(2Ξ_u/3) Σ_j s₃(s₃ε_xy + s₁ε_yz + s₂ε_zx).

By (6) the last sum is 4ε_xy. The other elements follow by cyclic exchange:

δG_ab = (4/9)(g⊥ − g∥)(Ξ_u/W) ε_ab = (C/2) ε_ab,  a ≠ b.  (17)

The spin levels of (14) are separated by μ_B B |G n|, so the measured g value is |G n|. Its square is

g² = g₀² + 2g₀ n·δG·n + |δG n|².  (18)

To first order the root is g₀ + n·δG·n. Each pair of axes occurs twice in n·δG·n, which turns the factor C/2 of (17) into C and gives (1).

The sign can be checked directly. Take Ξ_u > 0, equal positive shears and B along [111]. The [111] valley rises and loses weight. It is the valley that contributes the small value g∥, so g must increase if g⊥ > g∥, as (1) says. The shift disappears when g⊥ = g∥, however much the weights change, and when W → ∞, however anisotropic the valleys are. Both ingredients are needed.

**5. From single donors to a line width**

Cubic statistical symmetry means that a strain tensor and its images under the cubic rotations are equally likely. A half-turn about x reverses ε_xy and ε_zx and leaves ε_yz unchanged; half-turns about y and z act correspondingly. Each shear is reversed by some half-turn, so its mean is zero. For each product of two different shears there is also a half-turn that reverses one factor alone, so

⟨ε_xy ε_yz⟩ = ⟨ε_yz ε_zx⟩ = ⟨ε_zx ε_xy⟩ = 0.  (19)

Threefold rotations about [111] exchange the shears cyclically and make their variances equal, s² each. Squaring and averaging (1) leaves the three squared terms, which is (3).

To find the extremes of S, square n_x² + n_y² + n_z² = 1:

S = (1/2)(1 − n_x⁴ − n_y⁴ − n_z⁴).  (20)

The sum of fourth powers lies between 1/3, along [111], and 1, along a cubic axis. Thus S runs from 1/3 to 0. Along [110] it is 1/4, so the [110] width is √3/2 of the [111] width.

At fixed microwave frequency ν, resonance occurs at B = hν/(gμ_B). A small change of g gives δB = −B₀ δg/g₀, hence (4). Since B₀ is proportional to ν, so is the strain width. A broadening by a fixed spread of hyperfine energies gives a field width independent of ν when the Zeeman energy dominates, so a comparison at two frequencies can separate the two.

Equation (3) needs a finite second moment of strain, not a Gaussian distribution. If the shears are jointly Gaussian, (1) makes the line Gaussian, with full width at half maximum (FWHM) 2√(2 ln 2) σ_B = 2.355 σ_B. If the strain distribution has tails too heavy for a second moment, the linear law gives no finite σ_g. The true spread of g stays finite, because the shift saturates at strong strain (section 7). If most donors are weakly strained, however, the few strongly strained ones can supply much of this spread, which then does not measure the width of the line. The central part of the line, where strain is weak, follows from the distribution of the combination in (1), and its angular dependence need not be √S. For independent Lorentzian shears the width goes as |n_x n_y| + |n_y n_z| + |n_z n_x|, and the [110] width is 1/2 of the [111] width instead of √3/2.

**6. What remains along [001]**

For n along z, G n = (G_xz, G_yz, g₀) by (16), and

g = √(g₀² + G_xz² + G_yz²).  (21)

Inserting (17) and expanding the root gives the leading term

g − g₀ = [C²/(8g₀)] (ε_zx² + ε_yz²).  (22)

This shift is never negative, so strain moves these resonances to lower field. The mean of the bracket of strains is 2s². For jointly Gaussian shears, which are independent by (19), each square has variance 2s⁴, so their sum has variance 4s⁴ and standard deviation 2s². The mean and the standard deviation of the g shift are therefore equal:

mean = standard deviation = C²s²/(4g₀).  (23)

A small misalignment θ from [001] restores a linear width. With n_x² + n_y² ≈ θ² and n_z ≈ 1, (3) gives S ≈ θ² and σ_g ≈ |C|sθ. This holds once θ ≫ |C|s/(4g₀), about 0.05° for the values of section 8; at smaller angles the quadratic spread (23) dominates.

**7. Strong strain along [111]**

The range of the linear law can be found without perturbation theory when the three shears are equal, ε_xy = ε_yz = ε_zx = ε. By (9) the [111] valley then shifts by v = 2Ξ_uε and each of the others by −v/3. The ground state combines the [111] valley with the symmetric state of the other three. In this two-state basis the diagonal energies are v and −v/3 − W/2, where −W/2 comes from the coupling among the three valleys. The off-diagonal element is −√3W/4. Define

D = v − (−v/3 − W/2) = 4v/3 + W/2,

R = √(D² + 4·3W²/16) = √(W² + 4Wv/3 + 16v²/9).  (24)

The lower state of a two-state system has weight

p₁ = (1/2)(1 − D/R)  (25)

on the first basis state. For B along [111], that valley has (k_j·n)² = 1 and the other three have 1/9. The transverse parts of G n cancel because the three valleys have equal weights. Thus

g = g⊥ + (g∥ − g⊥)[p₁ + (1 − p₁)/9] = g₀ + (8/9)(g∥ − g⊥)(p₁ − 1/4).  (26)

To expand (25), put x = 4v/(3W). Then

D/R = (1/2 + x)(1 + x + x²)^(−1/2)

= (1/2 + x)(1 − x/2 − x²/8 + …) = 1/2 + 3x/4 − 9x²/16 + …,

p₁ = 1/4 − v/(2W) + v²/(2W²) + ….  (27)

The linear term agrees with (11). The next term changes the g shift by the relative amount −v/W, which measures the error of the linear law here. For v → −∞ the electron occupies the [111] valley alone and g → g∥. For v → +∞ that valley is empty and g → g⊥ + (g∥ − g⊥)/9. The shift therefore saturates.

**8. Phosphorus in germanium at 9.6 GHz**

Take the rough typical values g∥ = 0.82, g⊥ = 1.93, Ξ_u = 16 eV and W = 2.8 meV, a temperature of 2 K, and a chosen rms shear s = 10⁻⁶. With a shear modulus of roughly 67 GPa, this strain corresponds to an rms shear stress of 2 × 67 GPa × 10⁻⁶ = 0.134 MPa. Equations (15) and (2) give

g₀ = (0.82 + 2 × 1.93)/3 = 1.56,

C = (8/9)(1.11)(16 000 meV/2.8 meV) = 5638.

Without hyperfine coupling, the unstrained resonance is at B₀ = hν/(g₀μ_B) = 439.7 mT. The spin of the ³¹P nucleus splits it into two lines around this field. The widths below are those of each line. The separation is roughly 2 mT, about equal to the [111] width found below, so along [111] the two lines merge in this example into one feature about 4 mT wide at half maximum. Along [111],

σ_g = 5638 × 10⁻⁶/√3 = 0.00326,

σ_B = 439.7 mT × 0.003255/1.56 = 0.917 mT,

FWHM = 2.355 × 0.917 mT = **2.16 mT (21.6 G)**.

Along [110] the FWHM is 1.87 mT. Along [001], (23) gives a g spread of 5.1 × 10⁻⁶, or 0.0014 mT.

These values were compared with diagonalization of the full Hamiltonian of four valleys and two spin states, for 20 000 Gaussian strain tensors that included diagonal strains. The standard deviations of the resonance fields, multiplied by 2.355, gave 2.159 mT along [111] and 1.879 mT along [110]. The latter differs from the formula by 0.4 %, within the sampling error of about 0.5 %. Along [001] the mean and standard deviation of the g shift were 5.07 × 10⁻⁶ and 5.08 × 10⁻⁶.

The amplification by C comes from the small splitting W. Three equal shears of 10⁻⁶ move the [111] valley by only v = 0.032 meV, so v/W = 0.0114 and its weight falls from 0.25 to 0.2444. The g shift is 0.00557 from (26) and 0.00564 from (1). The difference is 1.1 % of the linear shift, as (27) predicts.

**9. Neglected effects and the real crystal**

The Zeeman energy itself mixes singlet and triplet. Write g_j n = g₀n + d_j; then Σ_j d_j = 0, and the mixing term is (μ_B B/2) d_j·σ in valley j. Its second-order energy is −(μ_B B/2)² Σ_j |d_j|²/(4W), because (d_j·σ)² = |d_j|². This is the same for both spin states and does not change the splitting. The splitting is odd in B by time reversal, so its next term is cubic and the change of g is proportional to B². At B₀ diagonalization gives −7.3 × 10⁻⁶ along [111] and −1.8 × 10⁻⁵ along [001], where it exceeds the mean strain shift (23) in size and has the opposite sign. For a given direction it is an offset common to all donors; its variation with the random strain is about 10⁻⁷ or less.

Strain also reduces the density at the donor nucleus, because the triplet amplitudes sum to zero there. The relative loss is the triplet weight Σ_j v_j²/(4W²). Equations (9) and (6) give Σ_j v_j² = (16Ξ_u²/9)(ε_xy² + ε_yz² + ε_zx²), so the mean loss is (4/3)(Ξ_u s/W)² = 4.4 × 10⁻⁵. The contact hyperfine splitting in energy falls by the same small fraction. The splitting in field at fixed frequency also varies as 1/g, so it follows the g shift of each donor as well.

Strain can alter the g tensor of each valley as well. An order-of-magnitude estimate is (2 − g∥)Ξ_u s/E, with E ≈ 2 eV a rough interband energy; this gives 9 × 10⁻⁶. It is negligible beside 0.00326 along [111], but of the same order as the quadratic spread along [001]. The very small [001] width above is thus a property of the model, not a prediction for a crystal. Alignment matters more: a tilt of 1° from [001] towards [100] already gives a FWHM of 0.065 mT.

In natural germanium the magnetic nuclei of the host add a width of roughly 1 mT. If both contributions are Gaussian and independent, the [111] FWHM of each hyperfine line rises from 2.16 mT to √(2.16² + 1.0²) mT, or about 2.4 mT. The two widths are equal at s of about 5 × 10⁻⁷ for this field direction and frequency. The donor parameters are typical, but the strain is a choice: it depends on growth, defects and mounting. Mounted samples and devices readily break the assumption of zero mean shear. A uniform set of three shears of 10⁻⁶ would shift the [111] line by 439.7 mT × 0.00557/1.56 ≈ 1.6 mT to lower field, and a gradient of such strain would add to the width. Orienting the field along [001] reduces this broadening if valley repopulation by shear is the dominant cause, the alignment is good and any uniform shear is weak, with valley shifts much smaller than W. The last condition matters in strained devices: by (22), a uniform shear ε_zx or ε_yz makes the [001] shift linear in the random part of the same shear.

Antimony shows where the singlet formula fails. With W = 0.32 meV and the same g values, strain and frequency, the linear [111] FWHM would be 18.9 mT. Equal shears of 10⁻⁶ now give v/W = 0.10, so the linear shift is in error by about 10 %. More seriously, at 2 K the triplet fraction 3e^(−W/k_BT)/(1 + 3e^(−W/k_BT)) is 0.32, against 2.6 × 10⁻⁷ for phosphorus. The formula then describes the singlet resonance alone, not the whole donor population. The full set of values is in the numerical output.

Values computed for the example and the checks

```
INPUTS (rough typical values and chosen conditions)
single-valley g_par, g_perp: 0.82, 1.93
deformation potential Xi_u: 16.0 eV
splitting W, P and Sb donor: 2.80, 0.32 meV
frequency: 9.6 GHz; temperature: 2.0 K
rms tensor shear s: 1.0e-06
shear modulus (rough): 67 GPa
rms shear stress: 0.134 MPa
PHOSPHORUS DONOR
unstrained g0: 1.5600
resonance field B0: 439.68 mT
coefficient C: 5638.1
equal shears of size s: [111] valley shift v: 0.0320 meV
  v/W: 0.01143
  [111] valley weight, closed form: 0.244351
  [111] valley weight, linear: 0.244286
  g shift for B along [111], closed form: 0.005574
  g shift for B along [111], linear: 0.005638
g[111] limits, v to -infinity, +infinity: 0.820, 1.807
B along [111]: sigma_g: 0.003255
  sigma_B: 0.9174 mT
  FWHM, formula: 2.160 mT
  FWHM from std, 20000 diagonalizations: 2.159 mT
B along [110]: sigma_g: 0.002819
  sigma_B: 0.7945 mT
  FWHM, formula: 1.871 mT
  FWHM from std, 20000 diagonalizations: 1.879 mT
B along [001]: mean g shift = its std, formula: 5.094e-06
  mean, std from diagonalization: 5.069e-06, 5.080e-06
  std as field: 0.00144 mT
NEGLECTED EFFECTS
FWHM for 1 degree tilt from [001] to [100]: 0.0653 mT
one-valley g change, rough, gap 2.0 eV: 9.4e-06
g shift by Zeeman mixing, B along [111]: -7.28e-06
mean relative loss of donor contact density: 4.35e-05
  same from formula: 4.35e-05
triplet occupation, P donor: 2.64e-07
germanium nuclear FWHM (rough input): 1.0 mT
[111] FWHM with nuclei, Gaussian sum: 2.38 mT
rms shear where both widths are equal: 4.63e-07
ANTIMONY CONTRAST (same g values and strain)
[111] FWHM, linear formula: 18.9 mT
v/W for equal shears s: 0.100
triplet occupation, Sb donor: 0.319
```
